# The Inverse-Fourth-Power Tail of a Thomas-Fermi Accumulation Layer: a program that tests the result

```python
# Result under test: a zero-temperature Thomas-Fermi accumulation layer with
# no bulk electrons obeys phi'' = A phi^(3/2), and its potential is
#     phi(z) = C/(z+z0)^4,  C = 400/A^2,  z0 = 4 phi_s/F.
# z: depth (nm); phi: potential relative to bulk (V); phi_s = phi(0);
# F: inward surface field (V/nm); n: electron density (nm^-3);
# A = (e/eps) (2 m e/hbar^2)^(3/2) / (3 pi^2); m: band mass; eps: permittivity.
# Energies in eV, so a potential in V and an electron energy share one number.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit

# Rough InAs-like inputs and chosen operating values
mass, kappa, gap = 0.023, 15.0, 0.42
field_MV = 0.10
F = 0.1 * field_MV
kappa_oxide = 9.0
T_use = 4.2
donors_cm3 = 1e15

q_eps = sc.e / (sc.epsilon_0 * kappa) * 1e9             # V nm
hb = sc.hbar**2 / (2 * mass * sc.m_e * sc.e) * 1e18     # hbar^2/2m, eV nm^2
dens = hb**-1.5 / (3 * np.pi**2)                        # n = dens*phi^1.5
A = q_eps * dens
C = 400 / A**2
phi_s = (5 * F**2 / (4 * A))**0.4
z0 = 4 * phi_s / F


def tf(z):
    return C / (z + z0)**4


def cell_widths(z):
    h = np.diff(z)
    w = np.zeros(z.size)
    w[:-1] += h / 2
    w[1:] += h / 2
    return w


def solve_poisson(z, field, charge, slope, start):
    """Newton solution of phi''=charge(phi), phi'(0)=-field, phi'(end)=0."""
    h, w = np.diff(z), cell_widths(z)
    phi = start.copy()
    for _ in range(200):
        flux = np.diff(phi) / h
        res = np.append(flux, 0.0) - np.append(-field, flux) - w * charge(phi)
        band = np.zeros((3, z.size))
        band[0, 1:] = 1 / h
        band[2, :-1] = 1 / h
        band[1] = -w * slope(phi)
        band[1, :-1] -= 1 / h
        band[1, 1:] -= 1 / h
        step = solve_banded((1, 1), band, -res)
        phi = phi + step
        if np.max(np.abs(step)) < 1e-11:
            return phi
    raise RuntimeError("Poisson iteration did not converge")


# Density law against a direct count of plane-wave states in a unit box
R = 40.3
k = np.arange(-41, 42)
r2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
count = 2 * np.count_nonzero(r2 <= R**2)
assert abs(count / ((2 * np.pi * R)**3 / (3 * np.pi**2)) - 1) < 3e-3

# Full boundary-value problem; neither the law nor phi(end)=0 is imposed
z = 20 * np.expm1(np.linspace(0, np.log(101), 4001))
w = cell_widths(z)


def tf_charge(p):
    return A * np.maximum(p, 0)**1.5


def tf_slope(p):
    return 1.5 * A * np.sqrt(np.maximum(p, 0))


flat = np.full(z.size, 0.1)
phi = solve_poisson(z, F, tf_charge, tf_slope, flat)
near = z < 400
profile_error = np.max(np.abs(phi[near] / tf(z[near]) - 1))
assert profile_error < 1e-4
assert 0 < phi[-1] < 1e-5 * phi[0]

# Exponent without assuming a shift: phi/|phi'| = (z+z0)/exponent
length = -phi / np.gradient(phi, z)
window = (z > 50) & (z < 400)
exponent = 1 / np.polyfit(z[window], length[window], 1)[0]
assert abs(exponent - 4) < 1e-3

# Charge distribution from the numerical solution
n_num = dens * phi**1.5
mean_num = np.sum(w * z * n_num) / np.sum(w * n_num)
cumulative = np.cumsum(w * n_num)
half_num = np.interp(0.5, cumulative[:-1] / cumulative[-1],
                     (z[1:] + z[:-1]) / 2)
half = (2**0.2 - 1) * z0
assert abs(mean_num / (z0 / 4) - 1) < 1e-3
assert abs(half_num / half - 1) < 1e-3

# Doubled surface field: scaling, and an unchanged tail coefficient
phi2 = solve_poisson(z, 2 * F, tf_charge, tf_slope, flat)
assert abs(phi2[0] / phi[0] / 2**0.8 - 1) < 1e-4
i = np.searchsorted(z, 300)
C2 = phi2[i] * (z[i] + 4 * phi2[0] / (2 * F))**4
assert abs(C2 / C - 1) < 1e-3


# Wrong surface slopes: residual bulk field, or a minimum followed by growth
def stop(x, y):
    return y[0] * y[1]


stop.terminal = True
ends = []
for factor in (1.01, 0.99):
    sol = solve_ivp(lambda x, y: [y[1], A * max(y[0], 0)**1.5], (0, 5000),
                    [phi_s, -factor * F], events=stop, rtol=1e-10, atol=1e-13)
    assert sol.status == 1
    ends.append((sol.t[-1], sol.y[0, -1], sol.y[1, -1]))
left_field = -ends[0][2]
turn_phi = ends[1][1]
assert abs(left_field / (F * np.sqrt(1.01**2 - 1)) - 1) < 1e-4
assert abs(turn_phi / (phi_s * (1 - 0.99**2)**0.4) - 1) < 1e-4

# Nonzero bulk density: exponential tail
phi_b = (donors_cm3 * 1e-21 / dens)**(2 / 3)
screen = 1 / np.sqrt(1.5 * A * np.sqrt(phi_b))
doped = solve_poisson(z, F, lambda p: tf_charge(p + phi_b) - A * phi_b**1.5,
                      lambda p: tf_slope(p + phi_b), flat)
tail = (doped > 1e-8) & (doped < 1e-6)
screen_num = -1 / np.polyfit(z[tail], np.log(doped[tail]), 1)[0]
assert abs(screen_num / screen - 1) < 1e-2

# Semiclassical action and its effective-Bohr-radius form
kF = np.sqrt(phi_s / hb)
action = kF * z0
L_Q = action * z0
bohr = sc.physical_constants["Bohr radius"][0] * 1e9 * kappa / mass
assert abs(L_Q / (7.5 * np.pi * bohr) - 1) < 1e-6
part = trapezoid(np.sqrt(phi[near] / hb), z[near])
z_end = z[near][-1]
assert abs(part / (action - L_Q / (z_end + z0)) - 1) < 1e-3

# Schroedinger-Poisson with a hard wall; 1 K is only a numerical smoothing
zq = np.linspace(0, 500, 1001)
hq = zq[1] - zq[0]
smooth = sc.k * 1.0 / sc.e


def levels(potential, kinetic, states):
    return eigh_tridiagonal(2 * kinetic / hq**2 - potential[1:-1],
                            np.full(zq.size - 3, -kinetic / hq**2),
                            select='i', select_range=(0, states - 1))


airy = -ai_zeros(1)[0][0] * (hb * F**2)**(1 / 3)
assert abs(levels(-F * zq, hb, 1)[0][0] / airy - 1) < 1e-3


def hartree(kinetic, degeneracy, states):
    """Neutral layer; the Fermi level is the zero of energy."""
    dos = degeneracy / (2 * np.pi * kinetic)
    pot = tf(zq)
    for _ in range(200):
        energy, psi = levels(pot, kinetic, states)
        weight = np.zeros((zq.size, states))
        weight[1:-1] = psi**2 / hq

        def filling(p):
            return ((p - pot)[:, None] - energy) / smooth

        new = solve_poisson(
            zq, F,
            lambda p: q_eps * dos * smooth
            * np.sum(weight * np.logaddexp(0, filling(p)), axis=1),
            lambda p: q_eps * dos * np.sum(weight * expit(filling(p)), axis=1),
            pot)
        change = np.max(np.abs(new - pot))
        pot = new
        if change < 1e-7:
            break
    assert change < 1e-4
    return pot, energy


pot_q, energy_q = hartree(hb, 1.0, 16)
bend_q = pot_q[0] - pot_q[-1]
# Same Thomas-Fermi equation with a fourfold larger semiclassical action
pot_c, _ = hartree(hb / 16, 1 / 64, 45)
bend_c = pot_c[0] - pot_c[-1]
assert abs(bend_c / phi_s - 1) < 0.15

# Other neglected effects
alpha = (1 - mass)**2 / gap


def np_balance(p):
    return 2 * A * quad(lambda u: (u * (1 + alpha * u))**1.5, 0, p)[0] - F**2


phi_np = brentq(np_balance, 1e-6, 1.0)
exchange = q_eps * kF / (4 * np.pi**2)
kT = sc.k * T_use / sc.e
z_T = (C / kT)**0.25 - z0
thermal_ratio = quad(lambda x: np.sqrt(x) / (1 + np.exp(x - 1)), 0, 60)[0] * 1.5
z_b = (C / phi_b)**0.25 - z0
assert max(phi_s, bend_q) < gap

N = F / q_eps
print(f"band mass = {mass:.3f} m_e")
print(f"relative permittivity = {kappa:.1f}")
print(f"band gap = {gap:.2f} eV")
print(f"surface field F = {field_MV:.2f} MV/cm")
print(f"e/eps = {q_eps:.4f} V nm")
print(f"hbar^2/2m = {hb:.4f} eV nm^2")
print(f"A = {A:.5f} V^-0.5 nm^-2")
print(f"C = {C:.4e} V nm^4")
print(f"surface potential phi_s = {1e3*phi_s:.2f} mV")
print(f"shift z0 = {z0:.2f} nm")
print(f"sheet density N = {N*1e14:.3e} cm^-2")
print(f"sheet charge magnitude = {N*1e14*sc.e*1e6:.4f} uC/cm2")
print(f"mean depth, formula = {z0/4:.3f} nm")
print(f"mean depth, numerical = {mean_num:.3f} nm")
print(f"half-charge depth, formula = {half:.3f} nm")
print(f"half-charge depth, numerical = {half_num:.3f} nm")
for depth in (0, 10, 50, 100, 200):
    p = tf(depth)
    print(f"z={depth} nm: phi={1e3*p:.4f} mV, n={dens*p**1.5*1e21:.3e} cm^-3")
print(f"largest relative profile error to 400 nm = {profile_error:.1e}")
print(f"fitted exponent = {exponent:.5f}")
print(f"phi_s ratio for doubled F = {phi2[0]/phi[0]:.4f}")
print(f"slope +1%: phi=0 at {ends[0][0]:.1f} nm")
print(f"slope +1%: field left = {10*left_field:.4f} MV/cm")
print(f"slope -1%: minimum at {ends[1][0]:.1f} nm")
print(f"slope -1%: minimum phi = {1e3*turn_phi:.2f} mV")
print(f"residual donor density = {donors_cm3:.1e} cm^-3")
print(f"donor Fermi potential phi_b = {1e3*phi_b:.3f} mV")
print(f"depth where phi = phi_b: {z_b:.1f} nm")
print(f"screening length, formula = {screen:.2f} nm")
print(f"screening length, numerical = {screen_num:.2f} nm")
print(f"effective Bohr radius = {bohr:.2f} nm")
print(f"surface k_F = {kF:.4f} nm^-1")
print(f"total action k_F z0 = {action:.2f} rad")
print(f"L_Q = {L_Q:.1f} nm")
print(f"depth where remaining action = pi: {L_Q/np.pi-z0:.1f} nm")
print(f"quantum band bending = {1e3*bend_q:.2f} mV")
print(f"quantum mean depth = {bend_q/F:.2f} nm")
print(f"levels below Fermi level = {np.sum(energy_q < 0)}")
print(f"lowest level from Fermi level = {1e3*energy_q[0]:.2f} meV")
print(f"bulk edge from Fermi level = {-1e3*pot_q[-1]:.3f} meV")
q100 = np.interp(100, zq, pot_q) - pot_q[-1]
print(f"quantum phi at 100 nm = {1e3*q100:.3f} mV")
print(f"bending/phi_s, quantum example = {bend_q/phi_s:.3f}")
print(f"bending/phi_s, action x4 = {bend_c/phi_s:.3f}")
print(f"nonparabolicity alpha = {alpha:.3f} eV^-1")
print(f"nonparabolic TF phi_s = {1e3*phi_np:.2f} mV")
print(f"surface exchange potential size = {1e3*exchange:.2f} meV")
print(f"kT at {T_use:.1f} K = {1e3*kT:.3f} meV")
print(f"depth where e phi = kT: {z_T:.1f} nm")
print(f"thermal/T=0 density there = {thermal_ratio:.3f}")
print(f"e phi_s/kT at 300 K = {phi_s*sc.e/(sc.k*300):.2f}")
print(f"e phi_s/gap = {phi_s/gap:.3f}")
print(f"oxide relative permittivity = {kappa_oxide:.1f}")
print(f"oxide field = {field_MV*kappa/kappa_oxide:.3f} MV/cm")
print("all good")
```

Output:

```
band mass = 0.023 m_e
relative permittivity = 15.0
band gap = 0.42 eV
surface field F = 0.10 MV/cm
e/eps = 1.2063 V nm
hbar^2/2m = 1.6565 eV nm^2
A = 0.01911 V^-0.5 nm^-2
C = 1.0953e+06 V nm^4
surface potential phi_s = 133.74 mV
shift z0 = 53.50 nm
sheet density N = 8.290e+11 cm^-2
sheet charge magnitude = 0.1328 uC/cm2
mean depth, formula = 13.374 nm
mean depth, numerical = 13.374 nm
half-charge depth, formula = 7.955 nm
half-charge depth, numerical = 7.955 nm
z=0 nm: phi=133.7400 mV, n=7.748e+17 cm^-3
z=10 nm: phi=67.3847 mV, n=2.771e+17 cm^-3
z=50 nm: phi=9.5467 mV, n=1.478e+16 cm^-3
z=100 nm: phi=1.9731 mV, n=1.388e+15 cm^-3
z=200 nm: phi=0.2653 mV, n=6.844e+13 cm^-3
largest relative profile error to 400 nm = 2.0e-06
fitted exponent = 4.00002
phi_s ratio for doubled F = 1.7411
slope +1%: phi=0 at 40.7 nm
slope +1%: field left = 0.0142 MV/cm
slope -1%: minimum at 36.1 nm
slope -1%: minimum phi = 27.91 mV
residual donor density = 1.0e+15 cm^-3
donor Fermi potential phi_b = 1.585 mV
depth where phi = phi_b: 108.6 nm
screening length, formula = 29.60 nm
screening length, numerical = 29.60 nm
effective Bohr radius = 34.51 nm
surface k_F = 0.2841 nm^-1
total action k_F z0 = 15.20 rad
L_Q = 813.2 nm
depth where remaining action = pi: 205.3 nm
quantum band bending = 174.97 mV
quantum mean depth = 17.50 nm
levels below Fermi level = 4
lowest level from Fermi level = -62.19 meV
bulk edge from Fermi level = 0.087 meV
quantum phi at 100 nm = 2.236 mV
bending/phi_s, quantum example = 1.308
bending/phi_s, action x4 = 1.075
nonparabolicity alpha = 2.273 eV^-1
nonparabolic TF phi_s = 120.14 mV
surface exchange potential size = 8.68 meV
kT at 4.2 K = 0.362 meV
depth where e phi = kT: 181.1 nm
thermal/T=0 density there = 2.095
e phi_s/kT at 300 K = 5.17
e phi_s/gap = 0.318
oxide relative permittivity = 9.0
oxide field = 0.167 MV/cm
all good
```
